# The g tensor of a Kramers doublet and its undetermined signs

## 1. What symmetry allows

Consider a system with an odd number of electrons that has, at zero magnetic field, a twofold degenerate level well separated from all others. A weak field $\mathbf B$ acts on it through

$$H=\mu_B\sum_k B_k M_k ,\qquad k=x,y,z .$$

The operators $M_k$ are Hermitian and odd under time reversal $\Theta$. In the example below $\mathbf M=\mathbf L+g_e\mathbf S$, with angular momenta in units of $\hbar$. In a two-component relativistic scheme, $\mu_B M_k$ is the derivative of the transformed Hamiltonian with respect to $B_k$ at zero field. The argument uses nothing about $M_k$ beyond the two stated properties.

Let $Z_k$ be the $2\times2$ matrix of $M_k$ in an orthonormal basis of the doublet. Time reversal is antiunitary, $\langle\Theta a|\Theta b\rangle=\langle a|b\rangle^*$, and $\Theta^2=-1$ for an odd electron number. Hence

$$\langle\phi|\Theta\phi\rangle=\langle\Theta\phi|\Theta^2\phi\rangle^*=-\langle\Theta\phi|\phi\rangle^*=-\langle\phi|\Theta\phi\rangle=0 ,$$

so $\phi$ and $\Theta\phi$ can serve as the basis. Since $M_k\Theta=-\Theta M_k$,

$$\langle\Theta\phi|M_k|\Theta\phi\rangle=-\langle\Theta\phi|\Theta M_k\phi\rangle=-\langle\phi|M_k|\phi\rangle .$$

The trace of $Z_k$ therefore vanishes, in this basis and so in every other. A traceless Hermitian $2\times2$ matrix is a real combination of Pauli matrices:

$$Z_k=\tfrac12\sum_a g_{ka}\sigma_a . \tag{1}$$

Each field direction $k$ thus supplies a real vector, row $k$ of $g$, in the space of a pseudospin $\tilde{\mathbf S}=\boldsymbol\sigma/2$. Section 3 shows that a change of basis rotates the three rows together. Physical quantities must then be built from what a common rotation leaves alone: the scalar products of the rows, and their triple product. The scalar products form $G=gg^T$. The triple product is $\det g$, and since $\det G=(\det g)^2$, it adds a sign to what $G$ contains. This sign is what the construction through $G$ loses.

## 2. From matrix elements to G

Written out, (1) reads

$$Z_k=\tfrac12\begin{pmatrix} g_{kz}& g_{kx}-ig_{ky}\\ g_{kx}+ig_{ky}&-g_{kz}\end{pmatrix},$$

so that

$$g_{kx}=2\,\mathrm{Re}(Z_k)_{12},\quad g_{ky}=-2\,\mathrm{Im}(Z_k)_{12},\quad g_{kz}=2(Z_k)_{11}. \tag{2}$$

From $\mathrm{Tr}(\sigma_a\sigma_b)=2\delta_{ab}$,

$$\mathrm{Tr}(Z_kZ_l)=\tfrac14\sum_{ab}g_{ka}g_{lb}\,2\delta_{ab}=\tfrac12(gg^T)_{kl},$$

$$G_{kl}=2\,\mathrm{Tr}(Z_kZ_l)=(gg^T)_{kl}. \tag{3}$$

A trace does not depend on the basis, so $G$ can be computed from whatever pair of degenerate functions a diagonalization returns.

To see what $G$ measures, put $\mathbf v=g^T\mathbf B$. Then $H=\tfrac12\mu_B\,\mathbf v\cdot\boldsymbol\sigma$. Because $(\mathbf v\cdot\boldsymbol\sigma)^2=|\mathbf v|^2$, the energies are $\pm\tfrac12\mu_B|\mathbf v|$, and the splitting is

$$\Delta E=\mu_B\sqrt{\mathbf B^TG\,\mathbf B}. \tag{4}$$

The eigenvectors of $G$ are the principal axes. Its eigenvalues are non-negative and equal $g_i^2$, so their roots give $|g_i|$.

Equation (4) is of first order in $\mathbf B$ and requires a Zeeman energy small compared with the gap to other levels. Time reversal changes the sign of both $\mathbf B$ and $\boldsymbol\sigma$. Terms in $B^2$ therefore shift both levels equally, and the next contribution to the splitting is of third order.

## 3. Which signs are lost

**Change of basis.** A unitary $U$ turns $Z_k$ into $U^\dagger Z_kU$. The matrix $U^\dagger\sigma_aU$ is again traceless and Hermitian, so $U^\dagger\sigma_aU=\sum_bR_{ab}\sigma_b$ with real $R$. Inserted in (1), this gives $g\to gR$. Traces of products are preserved. Two factors give $RR^T=1$. Three factors, with

$$\mathrm{Tr}(\sigma_a\sigma_b\sigma_c)=2i\,\varepsilon_{abc}, \tag{5}$$

give $2i=\mathrm{Tr}(\sigma_x\sigma_y\sigma_z)=2i\det R$. Hence $R$ is a proper rotation.

Every proper rotation can be reached. For example, $U=e^{-i\theta\sigma_z/2}$ gives

$$U^\dagger\sigma_xU=\sigma_xe^{-i\theta\sigma_z}=\cos\theta\,\sigma_x-\sin\theta\,\sigma_y ,$$

a rotation by $\theta$ about $z$. The other coordinate axes follow by cyclic permutation, and products of such rotations give all the rest.

**All solutions of $gg^T=G$.** Let $G$ be invertible and define $O=G^{-1/2}g$. Then $OO^T=G^{-1/2}GG^{-1/2}=1$, so every solution is $g=G^{1/2}O$ with $O$ orthogonal. Two solutions are related by $g'=g\,(O^TO')$. If their determinants have the same sign, $O^TO'$ is a proper rotation, and $g$ and $g'$ describe the same Zeeman matrices in two bases. If the signs differ, no change of basis connects them. Thus $G$ leaves open one binary choice, the sign of $\det g=g_1g_2g_3$.

**Individual signs.** Choose space axes along the principal axes and a pseudospin basis in which $g=\mathrm{diag}(g_1,g_2,g_3)$. There are eight sign patterns. A pseudospin rotation by $\pi$ about $z$ multiplies $g$ from the right by $\mathrm{diag}(-1,-1,1)$ and flips two signs. The eight patterns fall into two sets of four, each with a fixed sign of the product. Within a set, the patterns are descriptions of one and the same doublet. The sign of a single $g_i$ is thus missing from $G$ and is not fixed by the Zeeman matrices either. It acquires a value when an additional rule selects the pseudospin basis.

**Singular G.** If $\det G=0$, the rows of $g$ lie in a plane or on a line, and some unit vector $\mathbf p$ satisfies $g\mathbf p=0$. The reflection $P=1-2\mathbf p\mathbf p^T$ then leaves $g$ unchanged, $gP=g$. Two solutions with equal $G$ have rows with equal scalar products, so an orthogonal $O$ still connects them, $g'=gO$. If $O$ is improper, $g'=gPO$ with $PO$ proper. The two classes merge, and no sign is lost.

## 4. Recovering the sign

The missing sign is present in the matrices from which $G$ was formed. By (1) and (5),

$$\mathrm{Tr}(Z_xZ_yZ_z)=\tfrac18\sum_{abc}g_{xa}g_{yb}g_{zc}\,2i\,\varepsilon_{abc}=\tfrac i4\det g ,$$

$$\det g=4\,\mathrm{Im}\,\mathrm{Tr}(Z_xZ_yZ_z). \tag{6}$$

Replacing all $Z_k$ by $-Z_k$ leaves (3) unchanged and reverses (6). The two sets of matrices have identical splittings for every field direction.

## 5. Where the sign is observed

**Precession.** Let $\mathbf s=\langle\tilde{\mathbf S}\rangle$. The energy is $\mu_B\mathbf B^Tg\,\mathbf s=-\mathbf m\cdot\mathbf B$, so the magnetic moment is $\mathbf m=-\mu_Bg\,\mathbf s$. From $H=\mu_B\mathbf v\cdot\tilde{\mathbf S}$ and the spin commutators, $\dot{\mathbf s}=(\mu_B/\hbar)\,\mathbf v\times\mathbf s$. Therefore

$$\dot{\mathbf m}=-\frac{\mu_B^2}{\hbar}\,g(\mathbf v\times\mathbf s).$$

For an invertible matrix $A$ and any $\mathbf w$, the triple product obeys $(A\mathbf w)\cdot(A\mathbf a\times A\mathbf b)=\det A\;\mathbf w\cdot(\mathbf a\times\mathbf b)$, hence $A^T(A\mathbf a\times A\mathbf b)=\det A\;\mathbf a\times\mathbf b$. With $A=(g^T)^{-1}$ this becomes

$$g(\mathbf a\times\mathbf b)=\det g\;\big[(g^T)^{-1}\mathbf a\big]\times\big[(g^T)^{-1}\mathbf b\big].$$

Here $(g^T)^{-1}\mathbf v=\mathbf B$, and $(g^T)^{-1}\mathbf s=-(g^T)^{-1}g^{-1}\mathbf m/\mu_B=-G^{-1}\mathbf m/\mu_B$. The two minus signs cancel:

$$\dot{\mathbf m}=\frac{\mu_B}{\hbar}\,\det g\;\mathbf B\times(G^{-1}\mathbf m). \tag{7}$$

For given $G$, the sign of $\det g$ sets the sense of precession.

**Circular polarization.** Let the static field point along $\mathbf n$, with $\mathbf e_1,\mathbf e_2,\mathbf n$ right-handed, and let $g_n=\sqrt{\mathbf n^TG\mathbf n}\neq0$. A weak field of amplitude $b$ rotating from $\mathbf e_1$ to $\mathbf e_2$ adds

$$\mu_Bb(Z_1\cos\omega t+Z_2\sin\omega t)=\tfrac12\mu_Bb\left[(Z_1+iZ_2)e^{-i\omega t}+(Z_1-iZ_2)e^{i\omega t}\right].$$

The part with $e^{-i\omega t}$ drives absorption. For this sense of rotation the strength is $W_+$, for the opposite sense $W_-$, where

$$W_\pm=|\langle\uparrow|Z_1\pm iZ_2|\downarrow\rangle|^2$$

and $\uparrow$ is the upper level. Put $\mathbf a_j=g^T\mathbf e_j$ and take the pseudospin $z$ axis along $\mathbf u=g^T\mathbf n/g_n$. Since $\langle\uparrow|\mathbf c\cdot\boldsymbol\sigma|\downarrow\rangle=c_x-ic_y$,

$$\langle\uparrow|Z_1\pm iZ_2|\downarrow\rangle=\tfrac12\left[(a_{1x}\pm a_{2y})-i(a_{1y}\mp a_{2x})\right],$$

$$W_\pm=\tfrac14\left[a_{1x}^2+a_{1y}^2+a_{2x}^2+a_{2y}^2\pm2(a_{1x}a_{2y}-a_{1y}a_{2x})\right].$$

The last bracket is $(\mathbf a_1\times\mathbf a_2)\cdot\mathbf u$, the determinant of $g^T$ applied to the right-handed triad, divided by $g_n$. Hence

$$W_+-W_-=\frac{\det g}{g_n}. \tag{8}$$

For the sum, use $a_{jx}^2+a_{jy}^2=|\mathbf a_j|^2-(\mathbf a_j\cdot\mathbf u)^2=G_{jj}-G_{jn}^2/G_{nn}$:

$$W_++W_-=\tfrac12\left[G_{11}+G_{22}-\frac{G_{1n}^2+G_{2n}^2}{G_{nn}}\right]. \tag{9}$$

A linearly polarized field along $\mathbf e_1$ has strength $|\langle\uparrow|Z_1|\downarrow\rangle|^2=\tfrac14(G_{11}-G_{1n}^2/G_{nn})$, again a function of $G$. Splittings and linearly polarized intensities are thus blind to the sign, while the handedness of the resonance shows it. For isotropic $g>0$, (8) and (9) give $W_+=g^2$, $W_-=0$; for $g<0$ the two are exchanged.

## 6. A cubic ion that resembles a free spin

Consider a low-spin d⁵ ion with independent electrons, an octahedral splitting of 30000 cm⁻¹ and a spin-orbit term $\zeta\,\mathbf L\cdot\mathbf S$ for each electron, $\zeta=1000$ cm⁻¹. These are round model values; electron repulsion and covalency are left out. Four electrons fill two Kramers pairs. Each full pair contributes zero to the moment, because the trace of $M_k$ over it vanishes. The $Z_k$ of the ion are then those of the singly occupied third pair. The program checks this in the full space of 252 determinants for three distorted ions, the two of Section 7 and one of low symmetry: $G$ and $\det g$ agree with those of the single pair. The cubic ion itself is not part of that check.

From $\mathbf L=-i\mathbf r\times\nabla$,

- $L_x\,xy=i\,xz$, $\;L_x\,xz=-i\,xy$, $\;L_x\,yz=-i(y^2-z^2)$;
- $L_y\,xy=-i\,yz$, $\;L_y\,yz=i\,xy$, $\;L_y\,xz=-i(z^2-x^2)$;
- $L_z\,xz=i\,yz$, $\;L_z\,yz=-i\,xz$, $\;L_z\,xy=-i(x^2-y^2)$.

Take

$$\psi=\frac{xy\,\alpha+yz\,\beta+i\,xz\,\beta}{\sqrt3}.$$

Its three terms transform under $\mathbf L\cdot\mathbf S$ as

$$xy\,\alpha\to\tfrac12(yz+i\,xz)\beta-\tfrac i2(x^2-y^2)\alpha,$$

$$yz\,\beta\to\tfrac12xy\,\alpha+\tfrac i2xz\,\beta-\tfrac i2(y^2-z^2)\alpha,$$

$$i\,xz\,\beta\to\tfrac12xy\,\alpha+\tfrac12yz\,\beta-\tfrac i2(z^2-x^2)\alpha .$$

In the sum the squares cancel and the rest is $\sqrt3\,\psi$. So $\psi$ is an eigenfunction with spin-orbit energy $+\zeta$. The program tests that it belongs to the third pair.

With $\Theta\alpha=\beta$, $\Theta\beta=-\alpha$ and complex conjugation, the partner is

$$\Theta\psi=\frac{xy\,\beta-yz\,\alpha+i\,xz\,\alpha}{\sqrt3}.$$

For the $z$ direction, $L_z(yz+i\,xz)=-(yz+i\,xz)$, and this part has weight $2/3$. The $xy$ part gives no mean $L_z$. Hence $\langle L_z\rangle=-\tfrac23$, $\langle S_z\rangle=\tfrac12(\tfrac13-\tfrac23)=-\tfrac16$, and by (2)

$$g_z=2\left(-\tfrac23-\tfrac{g_e}6\right)=-\frac{4+g_e}3 .$$

For $x$, the part of $L_x\Theta\psi$ that overlaps with $\psi$ is $(xy\,\alpha+i\,xz\,\beta)/\sqrt3$, which gives $\tfrac23$. The spin part gives $\tfrac12(1-1+1)/3=\tfrac16$. For $y$, the relevant part of $L_y\Theta\psi$ is $-i(xy\,\alpha+yz\,\beta)/\sqrt3$, which gives $-\tfrac{2i}3$. The spin part gives $\tfrac13(-\tfrac i2-\tfrac i2+\tfrac i2)=-\tfrac i6$. With (2), $g_x=g_y=+(4+g_e)/3$. The remaining elements vanish. $L_x,L_y,S_x,S_y$ acting on $\psi$, and $L_z,S_z$ acting on $\Theta\psi$, produce only $xz\,\alpha$, $yz\,\alpha$, $xy\,\beta$ and differences of squares, all orthogonal to $\psi$. Hence $(Z_x)_{11}=(Z_y)_{11}=(Z_z)_{12}=0$ and $g$ is diagonal.

In the basis $(\psi,\Theta\psi)$ the principal values are therefore $(+2.0008,+2.0008,-2.0008)$. Reversing the sign of the second function reverses every $(Z_k)_{12}$ and gives $(-2.0008,-2.0008,-2.0008)$. The ion is the same. Both descriptions have $\det g=-8.009$.

A free spin has $G_{xx}=g_e^2=4.0093$; the ion has 4.0031, lower by 0.15 % of the free-spin value. This closeness belongs to the model, which keeps the full orbital moment: $(4+g_e)/3$ would equal $g_e$ exactly for $g_e=2$. In splittings the two look nearly alike, yet the free spin has $\det g=+8.028$, and the two precess in opposite senses.

## 7. A distorted ion

Now raise $xy$ by $\delta=300$ cm⁻¹, shift $xz$ and $yz$ by $+100$ and $-100$ cm⁻¹, and couple $xy$ to $xz$ by 200 cm⁻¹. Four decimals are kept to make the arithmetic traceable; they are no measure of the model's accuracy. In the basis where $Z_z$ is diagonal with its positive value first, and the relative phase is chosen to make $(Z_x)_{12}$ real and positive, the nonzero independent elements are

$$(Z_x)_{12}=1.2259,\quad (Z_y)_{11}=-0.5969,\quad (Z_y)_{12}=0.8273\,i,\quad (Z_z)_{11}=0.7636 .$$

Equation (2) gives, up to rounding of the last digit,

$$g=\begin{pmatrix}2.4518&0&0\\0&-1.6545&-1.1938\\0&0&1.5271\end{pmatrix}.$$

This matrix is not symmetric and need not be, since its two indices belong to different spaces. The scalar products of its rows are

$$G_{xx}=2.4518^2=6.011,\qquad G_{yy}=1.6545^2+1.1938^2=4.163,$$

$$G_{yz}=-1.1938\times1.5271=-1.823,\qquad G_{zz}=1.5271^2=2.332 .$$

One principal axis is $x$, with $|g|=2.452$. The $yz$ block has eigenvalues

$$\tfrac12(4.163+2.332)\pm\sqrt{\left[\tfrac12(4.163-2.332)\right]^2+1.823^2}=3.247\pm2.040,$$

so the other magnitudes are 2.299 and 1.099. The smallest belongs to the axis $(0,\,0.525,\,0.851)$.

The triangular form gives $\det g=2.4518\times(-1.6545)\times1.5271=-6.195$. For a static field along $z$, $\mathbf u$ is the pseudospin $z$ axis, and the transverse parts of $\mathbf a_1$ and $\mathbf a_2$ are $(2.4518,0)$ and $(0,-1.6545)$. Thus

$$W_\pm=\tfrac14(2.4518\mp1.6545)^2,\qquad W_+=0.159,\quad W_-=4.215 .$$

The difference, $-4.06$, equals $\det g/g_n=-6.195/1.527$.

Raising $\delta$ to 5000 cm⁻¹ gives a similar $g_n$ along $z$, 1.577 against 1.527; this compares only the two end points and reflects the values of $\delta$ chosen. The strengths, however, become $W_+=5.621$ and $W_-=0.0001$: the resonance has changed handedness, and $\det g=+8.866$. The positive sign fits the limit in which the raised orbital stays below the $e_g$ orbitals and $\zeta$ is negligible against its distance from all other orbitals, both the two lower $t_{2g}$ orbitals and the $e_g$ pair above. There the open pair is $\varphi\alpha,\,\varphi\beta$, with $\varphi$ a real orbital, $xy$ with an admixture of $xz$ from the coupling. Since $\langle\varphi|\mathbf L|\varphi\rangle$ vanishes for real $\varphi$, the orbital moment has no matrix elements within the pair, and $g=g_e\mathbb 1$.

While the doublet stays isolated, $\det g$ varies continuously with $\delta$, so it must pass through zero between the two cases. The calculation finds the zero at $\delta=1031$ cm⁻¹, with principal magnitudes 2.75, 2.56 and 0. At that point a field along the third axis produces no first-order splitting, and (4) no longer suffices for this direction. A table of $|g_i|$ against $\delta$ would show one value falling to zero and rising again. The sign of (6) shows that the doublet has passed from one class to the other.

## Computed values

```
g_e = 2.002319; mu_B = 0.466864 cm^-1/T
10Dq = 30000, zeta = 1000 cm^-1
eps = 100, tau = 200 cm^-1
Cubic, diagonal of g, basis (psi, Theta psi):   2.0008   2.0008  -2.0008
Cubic, second function reversed:  -2.0008  -2.0008  -2.0008
Cubic: G_xx = 4.0031, det g = -8.0093
Free spin: g_e^2 = 4.0093, g_e^3 = 8.0279
Case A: delta = 300 cm^-1
 Z_x: Z11 = 0.0000, Re Z12 = 1.2259, Im Z12 = 0.0000
 Z_y: Z11 = -0.5969, Re Z12 = 0.0000, Im Z12 = 0.8273
 Z_z: Z11 = 0.7636, Re Z12 = -0.0000, Im Z12 = 0.0000
 g row x:   2.4518   0.0000   0.0000 | G row:   6.0113   0.0000   0.0000
 g row y:   0.0000  -1.6545  -1.1938 | G row:   0.0000   4.1626  -1.8231
 g row z:   0.0000   0.0000   1.5271 | G row:   0.0000  -1.8231   2.3322
 |g_1| = 1.0988, axis   0.0000   0.5250   0.8511
 |g_2| = 2.2994, axis   0.0000   0.8511  -0.5250
 |g_3| = 2.4518, axis   1.0000   0.0000   0.0000
 det g = -6.1949; g_n for n = z: 1.5271
 W+ = 0.1589, W- = 4.2154, W+ - W- = -4.0565
 splitting, 1 T along (1,2,2)/3: 0.649250 cm^-1
 same, 252 determinants: 0.649250 cm^-1
Case B: delta = 5000 cm^-1
 g row x:   2.3810   0.0000   0.0000 | G row:   5.6693   0.0000   0.0000
 g row y:   0.0000   2.3608  -0.0433 | G row:   0.0000   5.5751  -0.0683
 g row z:   0.0000   0.0000   1.5773 | G row:   0.0000  -0.0683   2.4878
 |g_1| = 1.5768, axis   0.0000   0.0221   0.9998
 |g_2| = 2.3615, axis   0.0000   0.9998  -0.0221
 |g_3| = 2.3810, axis   1.0000   0.0000   0.0000
 det g = 8.8660; g_n for n = z: 1.5773
 W+ = 5.6212, W- = 0.0001, W+ - W- = 5.6211
 splitting, 1 T along (1,2,2)/3: 0.951386 cm^-1
 same, 252 determinants: 0.951386 cm^-1
det g = 0 at delta = 1031.23 cm^-1
|g_i| there:   2.7526   2.5555   0.0000
```
